# Polarizabilities of planar hydrogen and a zero-range potential at equal binding

**Question.** A particle of unit mass is bound to a fixed centre and placed in a weak uniform field, which adds $V=Fx$ to its Hamiltonian $H_0$. Three systems are considered:

- planar hydrogen: motion confined to a plane, attraction $-Z/r$, field in the plane;
- the three-dimensional hydrogen-like atom, with attraction $-Z/r$;
- a three-dimensional zero-range potential with one bound s state.

Hartree atomic units are used, and the motion is nonrelativistic. The ground-state energy of $H_0$ is written $E_0=-\kappa^2/2$, so that $I=\kappa^2/2$ is the binding energy. The polarizability $\alpha$ is defined by the second-order energy, $E_2=-\tfrac12\alpha F^2$. The number of dimensions is $d$.

The zero-range potential acts through a boundary condition. For $r>0$ the particle is free, and in the s wave $(r\psi)'/(r\psi)\to-\kappa$ as $r\to0$. Waves of higher angular momentum are regular at the origin and do not feel the centre.

## (a) Ground states

*Show that all three ground states have the form $\psi_0=N r^{-s}e^{-\kappa r}$. Give $s$ and the relation between $\kappa$ and $Z$, and find $\langle r^n\rangle$.*

**Answer.** For the Coulomb systems try $s=0$. Since $\psi_0'=-\kappa\psi_0$ and $\psi_0''=\kappa^2\psi_0$,

$$-\frac12\left(\psi_0''+\frac{d-1}{r}\psi_0'\right)-\frac Zr\psi_0=\left[-\frac{\kappa^2}{2}+\frac1r\left(\frac{(d-1)\kappa}{2}-Z\right)\right]\psi_0 .$$

This is $E_0\psi_0$ if $Z=(d-1)\kappa/2$. Hence $\kappa=2Z$ in the plane and $\kappa=Z$ in three dimensions. The function has no node, so it is the ground state.

For the zero-range potential $r\psi_0\propto e^{-\kappa r}$, so $s=1$. The logarithmic slope of $r\psi_0$ is $-\kappa$, as required, and for $r>0$

$$\nabla^2\psi_0=\frac1r(r\psi_0)''=\kappa^2\psi_0 ,$$

which gives the energy $-\kappa^2/2$.

The radial probability density is proportional to $r^{d-1-2s}e^{-2\kappa r}$. With $\int_0^\infty r^{p-1}e^{-2\kappa r}dr=\Gamma(p)/(2\kappa)^p$,

$$\langle r^n\rangle=\frac{\Gamma(d-2s+n)}{\Gamma(d-2s)\,(2\kappa)^n}.$$

The number $d-2s$ is 2 for planar hydrogen, 3 for the three-dimensional atom and 1 for the zero-range potential. The moments needed below are therefore

- planar hydrogen: $\langle r^2\rangle=3/(2\kappa^2)$, $\langle r^3\rangle=3/\kappa^3$;
- three-dimensional hydrogen: $\langle r^2\rangle=3/\kappa^2$, $\langle r^3\rangle=15/(2\kappa^3)$;
- zero range: $\langle r^2\rangle=1/(2\kappa^2)$, $\langle r^3\rangle=3/(4\kappa^3)$.

## (b) The first-order equation

*Write the first-order wave function as $F f\psi_0$. Derive the equation for $f$, reduce it to a radial equation, and express $\alpha$ through $f$.*

**Answer.** Expand $(H_0+Fx)\psi=E\psi$ with $\psi=\psi_0+F\varphi+F^2\chi+\dots$. The first-order energy is $F\langle x\rangle=0$, because $\psi_0$ is even. The terms in $F$ and $F^2$ give

$$(H_0-E_0)\varphi=-x\psi_0,\qquad (H_0-E_0)\chi+x\varphi=\frac{E_2}{F^2}\psi_0 .$$

Project the second equation on $\psi_0$. The term with $\chi$ vanishes because $H_0$ is Hermitian, and for the zero-range potential this holds among functions that obey the boundary condition. Thus $E_2=F^2\langle\psi_0|x|\varphi\rangle$ and

$$\alpha=-2\langle\psi_0|x|\varphi\rangle=-2\langle xf\rangle .$$

Now insert $\varphi=f\psi_0$. The product rule gives

$$(H_0-E_0)(f\psi_0)=f(H_0-E_0)\psi_0-\nabla f\cdot\nabla\psi_0-\tfrac12\psi_0\nabla^2f .$$

The first term on the right is zero. Setting the rest equal to $-x\psi_0$ and dividing by $-\psi_0$ yields

$$\tfrac12\nabla^2f+\nabla f\cdot\nabla\ln\psi_0=x .$$

The potential now enters through $\psi_0$ alone. This is the Dalgarno-Lewis form, and it replaces the sum over excited states by one differential equation. For the zero-range potential it holds at $r>0$, together with regularity of the p wave $f\psi_0$ at the origin.

The source is $x$ times a radial function, so put $f=xh(r)$ with $h=u/r$. Then

$$\nabla^2(xh)=x\nabla^2h+2\,\partial_xh=x\left(h''+\frac{d+1}{r}h'\right).$$

Using $h'=u'/r-u/r^2$ and $h''=u''/r-2u'/r^2+2u/r^3$, this becomes

$$\nabla^2f=\frac xr\left[u''+\frac{d-1}{r}u'-\frac{d-1}{r^2}u\right].$$

The gradient of $\ln\psi_0$ is radial and equals $-(\kappa+s/r)$, while the radial derivative of $f$ is $(x/r)u'$. Dividing by $x/r$ leaves

$$\frac12\left[u''+\frac{d-1}{r}u'-\frac{d-1}{r^2}u\right]-\left(\kappa+\frac sr\right)u'=r .$$

## (c) Solution and uniqueness

*Solve the radial equation in all three cases and show that the solution is the required one.*

**Answer.** At large $r$ a power-law solution must satisfy $-\kappa u'\approx r$, so its leading term is quadratic. Try $u=Ar+Br^2$. The square bracket is

$$2B+(d-1)\left(\frac Ar+2B\right)-(d-1)\left(\frac Ar+B\right)=(d+1)B,$$

and the remaining term is $-\kappa A-2\kappa Br-sA/r-2sB$. Matching powers of $r$ gives three conditions:

- from $r$: $B=-1/(2\kappa)$;
- from the constant: $\kappa A=B\left[\tfrac12(d+1)-2s\right]$;
- from $1/r$: $sA=0$.

There are more conditions than coefficients. For the Coulomb systems $s=0$ and the last one is empty. For zero range $d=3$ and $s=1$, so the square bracket in the second condition is $2-2=0$. This gives $A=0$, and the last condition holds too. The solutions are

- planar hydrogen: $u=-\dfrac{3r}{4\kappa^2}-\dfrac{r^2}{2\kappa}$;
- three-dimensional hydrogen: $u=-\dfrac{r}{\kappa^2}-\dfrac{r^2}{2\kappa}$;
- zero range: $u=-\dfrac{r^2}{2\kappa}$.

In the last case $\varphi=-(x/2\kappa)Ne^{-\kappa r}$. The factor $1/r$ of the ground state has cancelled, and $\varphi$ is a regular p wave. The negative signs mean that the density moves towards negative $x$, where $V$ is lower for $F>0$.

Two acceptable solutions $\varphi$ could differ by a regular, normalizable p state of energy $E_0$. There is none. In the Coulomb systems the p-wave radial Hamiltonian is the s-wave one plus the positive barrier $(d-1)/(2r^2)$, so its levels lie above $E_0$. In the zero-range system the p wave is free, and its energies are not negative. The solutions are therefore unique.

## (d) The polarizabilities

*Find $\alpha$ for each system as a function of $\kappa$, and its value for planar hydrogen with $Z=1$.*

**Answer.** The ground-state density is isotropic, so $x^2$ may be replaced by $r^2/d$ in an average with a radial function:

$$\alpha=-2\left\langle\frac{x^2u}{r}\right\rangle=-\frac2d\langle ru\rangle=-\frac2d\left(A\langle r^2\rangle+B\langle r^3\rangle\right).$$

For planar hydrogen,

$$\alpha=\frac{3}{4\kappa^2}\cdot\frac{3}{2\kappa^2}+\frac1{2\kappa}\cdot\frac3{\kappa^3}=\left(\frac98+\frac{12}8\right)\frac1{\kappa^4}=\frac{21}{8\kappa^4}.$$

With $Z=1$, $\kappa=2$ and $\alpha=21/(8\cdot16)=21/128$.

For three-dimensional hydrogen,

$$\alpha=\frac23\left(\frac1{\kappa^2}\cdot\frac3{\kappa^2}+\frac1{2\kappa}\cdot\frac{15}{2\kappa^3}\right)=\frac23\cdot\frac{27}{4\kappa^4}=\frac{9}{2\kappa^4}.$$

For the zero-range potential,

$$\alpha=\frac23\cdot\frac1{2\kappa}\cdot\frac{3}{4\kappa^3}=\frac1{4\kappa^4}.$$

The common power of $\kappa$ follows from scaling. With $\boldsymbol\rho=\kappa\mathbf r$ the Hamiltonian becomes $\kappa^2$ times an operator that contains the field only as $F/\kappa^3$. Hence $E=\kappa^2\varepsilon(F/\kappa^3)$, and the coefficient of $F^2$ varies as $\kappa^{-4}$. A weakly bound state is very polarizable in each model.

The same scaling shows that the field is to be measured against $\kappa^3$, but it does not fix how small $|F|/\kappa^3$ must be. The fourth-order energy stays below 1% of $E_2$ only for $|F|/\kappa^3$ below about 0.02 in the two Coulomb systems and about 0.04 for zero range. At $|F|=0.1\kappa^3$ it is already 17%, 25% and 6% of $E_2$ for planar hydrogen, three-dimensional hydrogen and zero range. In the three-dimensional atom the saddle of the potential drops to the unperturbed level at $|F|=I^2/(4Z)=\kappa^3/16$. However weak the field, $Fx$ is unbounded below and the particle can eventually escape by tunnelling. The level is then a resonance, and $\alpha$ describes the second-order shift of its position.

## (e) Comparison at equal binding

*Compare the first and third systems with three-dimensional hydrogen at the same binding energy. Separate the effect of the size of the ground state from that of the excitation energies. Give numbers for $I=2$ hartree.*

**Answer.** At equal $\kappa$ the ratios to three-dimensional hydrogen are

$$\frac{21/8}{9/2}=\frac7{12},\qquad \frac{1/4}{9/2}=\frac1{18}.$$

A binding energy of 2 hartree means $\kappa=2$. Planar hydrogen then has $Z=1$, and its partner in three dimensions is the one-electron ion with $Z=2$. Compared with the neutral three-dimensional atom, which has $\kappa=1$, planar hydrogen is less polarizable by the factor $16\cdot12/7\approx27$. Of this, 16 comes from the stronger binding.

The numbers at $\kappa=2$ are as follows.

- Planar hydrogen: $A=-0.1875$, $B=-0.25$, $\langle r^2\rangle=\langle r^3\rangle=0.375$. Thus $\alpha=0.375\,(0.1875+0.25)=0.16406$ a.u., or $2.705\times10^{-42}$ C² m²/J.
- Three-dimensional ion: $A=B=-0.25$, $\langle r^2\rangle=0.75$, $\langle r^3\rangle=0.9375$. Thus $\alpha=\tfrac23\cdot0.25\cdot1.6875=0.28125$ a.u., or $4.637\times10^{-42}$ C² m²/J.
- Zero range: $A=0$, $B=-0.25$, $\langle r^3\rangle=0.09375$. Thus $\alpha=\tfrac23\cdot0.25\cdot0.09375=0.015625$ a.u., or $2.576\times10^{-43}$ C² m²/J.

To separate size from excitation energy, expand $\varphi$ in eigenstates $n$ of $H_0$. The first-order equation gives the coefficients $-x_{n0}/(E_n-E_0)$, where $x_{n0}=\langle n|x|0\rangle$. Therefore

$$\alpha=2\sum_{n\neq0}\frac{|x_{n0}|^2}{E_n-E_0},\qquad \sum_{n\ne0}|x_{n0}|^2=\langle x^2\rangle .$$

The sums include the continuum, and the second is completeness with $x_{00}=0$. Define a mean excitation energy by $\Delta=2\langle x^2\rangle/\alpha$. Then $1/\Delta$ is the average of $1/(E_n-E_0)$ with weights $|x_{n0}|^2$, so $\Delta$ cannot lie below the first dipole excitation. With $\langle x^2\rangle=\langle r^2\rangle/d$:

- planar hydrogen: $\langle x^2\rangle=\dfrac3{4\kappa^2}$, $\Delta=\dfrac{4\kappa^2}{7}=\dfrac87I$;
- three-dimensional hydrogen: $\langle x^2\rangle=\dfrac1{\kappa^2}$, $\Delta=\dfrac{4\kappa^2}{9}=\dfrac89I$;
- zero range: $\langle x^2\rangle=\dfrac1{6\kappa^2}$, $\Delta=\dfrac{4\kappa^2}{3}=\dfrac83I$.

Since $\alpha=2\langle x^2\rangle/\Delta$, each ratio is a size factor times an inverse ratio of mean energies:

$$\frac7{12}=\frac34\cdot\frac79,\qquad \frac1{18}=\frac16\cdot\frac13 .$$

Planar hydrogen is thus less polarizable for two reasons of similar weight. The zero-range state has a much smaller $\langle x^2\rangle$, because its density is concentrated near the centre, and it is also harder to excite.

The first excitations, which bound $\Delta$ from below, account for part of the second factor. The lowest Coulomb p state has the radial function $R=re^{-qr}$, for which

$$R''+\frac{d-1}rR'-\frac{d-1}{r^2}R=\left[q^2-\frac{(d+1)q}{r}\right]R .$$

The $1/r$ term cancels the attraction if $q=2Z/(d+1)$. Since $\kappa=2Z/(d-1)$, the excitation energy is

$$I\left[1-\left(\frac{d-1}{d+1}\right)^2\right],$$

or $\tfrac89I$ in the plane and $\tfrac34I$ in three dimensions. At $I=2$ hartree these are 1.778 and 1.5 hartree. The zero-range system has no excited bound state, so its excitations start at $I=2$ hartree. The inverse ratios of these first excitations to the three-dimensional value are $\tfrac34/\tfrac89=27/32$ and $\tfrac34$, against the energy factors $7/9$ and $1/3$. The remainder comes from the weight carried by higher excitations, and for the zero-range state it is the larger part.

The mean energies are 2.286, 1.778 and 5.333 hartree, in the order of the list above. In three-dimensional hydrogen the first excited level supplies 66% of $\alpha$, and $\Delta$ lies below the ionization threshold. In the plane that level supplies 41%, and $\Delta$ lies above the threshold.

## (f) The zero-range result from the continuum

*Recover the zero-range polarizability from the sum over states.*

**Answer.** All dipole-excited states are free p waves. Normalized to $\delta(k-k')$, their radial functions, multiplied by $r$, are $\sqrt{2/\pi}\,kr\,j_1(kr)$. The ground state has $r\psi_0\propto\sqrt{2\kappa}\,e^{-\kappa r}$ in the same normalization, and the angular integral supplies $1/\sqrt3$. For the radial integral start from

$$\int_0^\infty r\,j_0(kr)e^{-\kappa r}dr=\frac1k\int_0^\infty\sin(kr)\,e^{-\kappa r}dr=\frac1{k^2+\kappa^2}.$$

Differentiating with respect to $k$, with $j_0'=-j_1$, gives

$$\int_0^\infty r^2j_1(kr)e^{-\kappa r}dr=\frac{2k}{(k^2+\kappa^2)^2}.$$

The dipole matrix element is therefore

$$D(k)=\sqrt{\frac{4\kappa}{3\pi}}\;\frac{2k^2}{(k^2+\kappa^2)^2}.$$

The excitation energy is $(k^2+\kappa^2)/2$, so

$$\alpha=4\int_0^\infty\frac{D(k)^2}{k^2+\kappa^2}dk=\frac{64\kappa}{3\pi}\int_0^\infty\frac{k^4\,dk}{(k^2+\kappa^2)^5}.$$

With $k=\kappa\tan\theta$ the last integral becomes

$$\frac1{\kappa^5}\int_0^{\pi/2}\sin^4\theta\cos^4\theta\,d\theta=\frac1{16\kappa^5}\int_0^{\pi/2}\sin^4 2\theta\,d\theta=\frac{3\pi}{256\kappa^5}.$$

The product is $1/(4\kappa^4)$, in agreement with part (d).

## (g) A well of small but finite radius

*Replace the zero-range potential by a square well of radius $R$ that has one bound state, with the same $\kappa$. Find the correction to $\alpha$ of first order in $\kappa R$ and compare it with the numerical output.*

**Answer.** Let the well have depth $(q^2+\kappa^2)/2$. Then $\chi_0=r\psi_0$, without its angular factor, is proportional to $\sin qr$ inside and equals $Ce^{-\kappa r}$ outside. Matching requires $q\cot qR=-\kappa$, so $qR\to\pi/2$ for small $\kappa R$. The inside function is then close to $C\sin(\pi r/2R)$, whose square has the mean value $C^2/2$. To first order in $R$ the normalization is

$$1=C^2\left[\frac{R}{2}+\frac{e^{-2\kappa R}}{2\kappa}\right]\approx\frac{C^2}{2\kappa}\left(\kappa R+1-2\kappa R\right),$$

hence $C^2\approx2\kappa(1+\kappa R)$. The zero-range value is $2\kappa$. At fixed binding the finite well has a larger outer tail.

The change in the p-wave response is of higher order. Let $w$ be $r$ times the radial part of $\varphi$. Outside the well

$$w=-\frac{C}{2\kappa}r^2e^{-\kappa r}+c\left(1+\frac1{\kappa r}\right)e^{-\kappa r},$$

where the second term is the decaying free p wave. At $r=R$ the first term is of order $CR^2/\kappa$. The well has no p state near threshold, which would need $qR\approx\pi$, so matching makes $c/(\kappa R)$ of the same order and $c$ of order $CR^3$. This changes $\alpha$ by a relative amount of order $(\kappa R)^3$. The region inside the well contributes at still higher order. The first-order correction is thus the change in $C^2$:

$$\alpha(R)\approx\frac{1}{4\kappa^4}(1+\kappa R).$$

For $\kappa=2$ and $R=0.05$, 0.025 and 0.0125 bohr this gives 0.01719, 0.01641 and 0.01602 a.u. The numerical solutions, in which the p wave feels the well, give 0.01729, 0.01643 and 0.01602 a.u. At the largest radius the remainder is 0.7% of the zero-range value. It falls by about a factor of four when $R$ is first halved, as a second-order term should. A quadratic extrapolation to $R=0$ gives 0.015626 a.u., against 0.015625 from the formula.

The zero-range formula therefore requires $\kappa R\ll1$. For the Coulomb systems the numerical output also lists values from a sum over states and from energies in finite fields, and both agree with part (d) to the seven decimals printed.

## Values computed for the example and the checks

```
kappa = 2.0 a.u.; binding energy = 2.0 hartree
[planar hydrogen]
  A = -0.187500 a.u.; B = -0.250000 a.u.
  <r^2> = 0.375000 bohr^2; <r^3> = 0.375000 bohr^3
  alpha, closed formula = 0.1640625 a.u.
  alpha, sum over states = 0.1640625 a.u.
  alpha, finite field = 0.1640625 a.u.
  share of first excited level = 0.4068
  alpha in SI = 2.7050e-42 C^2 m^2/J
  <x^2> = 0.187500 bohr^2
  first excitation or threshold = 1.777778 hartree
  mean excitation energy = 2.285714 hartree
[3D hydrogen-like]
  A = -0.250000 a.u.; B = -0.250000 a.u.
  <r^2> = 0.750000 bohr^2; <r^3> = 0.937500 bohr^3
  alpha, closed formula = 0.2812500 a.u.
  alpha, sum over states = 0.2812500 a.u.
  alpha, finite field = 0.2812500 a.u.
  share of first excited level = 0.6577
  alpha in SI = 4.6372e-42 C^2 m^2/J
  <x^2> = 0.250000 bohr^2
  first excitation or threshold = 1.500000 hartree
  mean excitation energy = 1.777778 hartree
[zero-range]
  A = 0.000000 a.u.; B = -0.250000 a.u.
  <r^2> = 0.125000 bohr^2; <r^3> = 0.093750 bohr^3
  alpha, closed formula = 0.0156250 a.u.
  alpha, sum over states = 0.0156250 a.u.
  alpha in SI = 2.5762e-43 C^2 m^2/J
  <x^2> = 0.041667 bohr^2
  first excitation or threshold = 2.000000 hartree
  mean excitation energy = 5.333333 hartree
planar hydrogen / 3D hydrogen-like: alpha ratio = 0.583333
  size factor = 0.750000; energy factor = 0.777778
zero-range / 3D hydrogen-like: alpha ratio = 0.055556
  size factor = 0.166667; energy factor = 0.333333
square well, radius 0.0500 bohr: alpha = 0.017291 a.u.
square well, radius 0.0250 bohr: alpha = 0.016431 a.u.
square well, radius 0.0125 bohr: alpha = 0.016022 a.u.
square wells, zero-radius limit: alpha = 0.015626 a.u.
```
